\section*{Rejection-free Monte Carlo for surface recombination and its mean-field limit}

\section{Atoms lost at a reactor wall}

Oxygen atoms made in a low-pressure plasma reach the reactor wall, stick, wander from site to site, and leave as molecules when two of them meet. The coverage of the wall, together with the sticking probability on an empty site, decides how many arriving atoms are lost. A rate equation for the coverage is easy to write if the adsorbed atoms are well mixed, but each recombination removes two neighbours and so spoils the mixing that the equation assumes. The question is how fast the atoms must hop to restore it, and how to simulate the surface when hops far outnumber reactions.

Take a periodic square lattice of $M=L^2$ sites with occupations $\eta_i=0$ or $1$. There are $2M$ nearest-neighbour bonds, each counted once. An empty site is filled at rate $a$. On a bond with one atom, the atom hops across at rate $h$. On a bond with two atoms, both leave at rate $r$. Atoms exclude each other from a site but have no other interaction. Algebra is in atomic units with $k_B=1$.

\section{From time steps to waiting times}

The naive scheme advances time by a fixed $\Delta t$ and tries each process with probability rate$\,\times\Delta t$. Two events in one step can claim the same atom, so $\Delta t$ must be short compared with $1/h$, and almost every trial then fails.

A better scheme picks bonds at random and rejects impossible moves. It can be made free of time-step error, but it still wastes trials. In a well-mixed layer of coverage $\theta$ a random bond is mixed with probability $2\theta(1-\theta)$, which is $0.35$ at $\theta=0.227$, so about two thirds of the hop trials fail.

Both defects disappear if we ask when the next event happens. Let the possible events in the present configuration have rates $w_m$, with sum $R$. Until one occurs the rates are constant, so the probability $S$ that nothing has happened obeys $dS/dt=-RS$, giving $S=e^{-Rt}$. The probability that the first event is $m$ and falls in $dt$ is
\begin{equation}
e^{-Rt}w_m\,dt=\left(Re^{-Rt}dt\right)\frac{w_m}{R}.
\end{equation}
The waiting time and the choice of event are therefore independent. For short times the probability of event $m$ is $w_m\,dt$, as the master equation requires.

Equal rates within a class make the choice cheap. With $N_0$ empty sites, $B_1$ mixed bonds and $B_2$ doubly occupied bonds,
\begin{equation}
R=aN_0+hB_1+rB_2 .
\end{equation}
One step of the algorithm is:
\begin{enumerate}
\item Draw $u$ uniformly in $(0,1)$ and advance the clock by $-\ln u/R$.
\item Choose adsorption, hopping or recombination with probabilities $aN_0/R$, $hB_1/R$ and $rB_2/R$.
\item Choose a member of that class uniformly. A given hop then has probability $(hB_1/R)(1/B_1)=h/R$, as it should.
\item Flip the occupation of one site (adsorption) or of both ends of the bond (the other two).
\end{enumerate}

The lists must not be rebuilt after each event. Store for every bond its class $\eta_i+\eta_j$ and its position in the list of that class. To delete an entry, move the last entry into its place, correct the stored position, and shorten the list. To insert, append. Empty sites are treated alike. A flip changes four bonds, so a hop needs eight updates whatever the lattice size. The shared bond changes class twice and ends mixed again; no time passes in between.

A $3\times3$ lattice has $2^9=512$ configurations, so its master equation can be solved directly. Starting empty, with $a=0.7$, $h=2$, $r=1$, the coverage at time 1 is $0.3261$. The simulation gives $0.3286\pm0.0023$, which tests the adsorption and recombination rates, since a 10\% error in either moves the exact value by about $0.01$ or more. It tests the clock only coarsely and the hop rate not at all: the exact value changes only from $0.3268$ to $0.3250$ between $h=1$ and $h=30$. The hop rate is tested on the larger lattice below, where 68.6 hops per recombination are counted at $h/r=10$ against 68.2 from mean field.

\section{What fast hopping achieves}

Let $P$ be the probability that a given bond is doubly occupied. Recombination removes two atoms from each of $2M$ bonds at rate $rP$, hence $4rP$ atoms per site:
\begin{equation}
\frac{d\theta}{dt}=a(1-\theta)-4rP. \label{balance}
\end{equation}
This holds for any hopping rate, since hops conserve atoms. Mean field is the further claim $P=\theta^2$.

At fixed atom number $N$, every hop and its reverse have the same rate. The uniform distribution over arrangements is thus stationary under hopping, and since hops connect all arrangements it is the one approached. If $h\to\infty$ at fixed $M$, this mixing is complete between other events. Two given sites are then both filled with probability $N(N-1)/[M(M-1)]$, and $N$ follows a chain with
\begin{equation}
N\to N+1:\ a(M-N),\qquad N\to N-2:\ \frac{2rN(N-1)}{M-1}.
\end{equation}
On the $3\times3$ lattice with $a=0.7$, $r=1$, the coverage differs from that of this chain by $3.1\times10^{-6}$ at $h=10^3$ and $3.1\times10^{-7}$ at $h=10^4$, a gap falling as $1/h$.

Now let $M$ grow. Relative fluctuations of $N$ vanish, and the steady state obeys
\begin{equation}
a(1-\theta)=4r\theta^2,\qquad
\theta=\frac{-a+\sqrt{a^2+16ar}}{8r}. \label{mf}
\end{equation}
A small departure $\delta$ from this root obeys $\dot\delta=-\lambda\delta$ with $\lambda=a+8r\theta$, so the state is stable.

The fluctuations follow from the same linearization. Jumps of $+1$ and $-2$ feed the variance at the rate
\begin{equation}
M[a(1-\theta)+4(2r\theta^2)]=3aM(1-\theta),
\end{equation}
using (\ref{mf}), while relaxation removes it at $2\lambda\,\mathrm{Var}\,N$. Hence $\mathrm{Var}\,N/M=3a(1-\theta)/(2\lambda)$ at leading order in $1/M$.

\section{How fast is fast enough?}

The rejection-free scheme wastes no trial, yet it can still spend nearly all its work on hops. Per site, hops occur at rate $2h\cdot2\theta(1-\theta)$ and recombinations at $2r\theta^2$, a ratio of
\begin{equation}
\frac{2h}{r}\,\frac{1-\theta}{\theta}\quad\hbox{(mean field)}. \label{work}
\end{equation}
To know whether hops may be slowed, we need the leading error at finite $h$.

Let $C(x)=\langle\eta_0\eta_x\rangle$ for $x\ne0$, and let $e$ run over the four neighbour steps. A hop is an exchange of the two occupations on a bond, because exchanging equal ones does nothing. Exchanges at $x$ turn $C(x)$ into $C(x+e)$; those at the origin contribute equally by symmetry. Adsorption completes a pair at either end, and recombination at either end destroys it. Thus
\begin{align}
\dot C(x)={}&2h\sum_e{}'[C(x+e)-C(x)]+2a[\theta-C(x)]\nonumber\\
&-r\chi(x)C(x)-2r\sum_e{}'\langle\eta_0\eta_x\eta_{x+e}\rangle, \label{pair}
\end{align}
where the prime omits $x+e=0$, and $\chi=1$ for neighbours of the origin and $0$ otherwise.

Write $C(x)=\theta^2+c(x)$, with $c$ without argument for the neighbour value, so that $P=\theta^2+c$. From (\ref{balance}), $d\theta^2/dt=2\theta[a(1-\theta)-4rP]$. Subtract this from (\ref{pair}) and first insert a product state. Adsorption cancels. For distant sites recombination gives $-8r\theta^3+8r\theta^3=0$. For neighbours it leaves the source
\begin{equation}
s=-r\theta^2-6r\theta^3+8r\theta^3=-r\theta^2(1-2\theta).
\end{equation}
Its meaning is direct. A recombination changes the product of deviations $(\eta_0-\theta)(\eta_x-\theta)$ from $(1-\theta)^2$ to $\theta^2$, a change of $-(1-2\theta)$, at rate $r\theta^2$. In a sparse layer it depletes pairs of atoms; in a dense one it creates pairs of vacancies.

Next come the terms linear in $c(x)$. Neglect the triple cumulant, so that for distant $x$
\begin{equation}
\langle\eta_0\eta_x\eta_{x+e}\rangle\simeq\theta^3+\theta[c(x)+c(x+e)+c].
\end{equation}
The last term, summed over $e$, gives $-8r\theta c$, which cancels against the same term in $d\theta^2/dt$. Where $c(x)$ varies slowly, the other two give $-16r\theta c(x)$; their gradient part only alters $h$ by a relative amount of order $r/h$. Adsorption gives $-2ac(x)$. Together the damping is $-2\lambda c(x)$. Near the origin the neglected terms, among them $-r\chi c$, are of order $(r+\lambda)c$, small beside $s$ when $h\gg r,a$, because $c$ is itself of order $s/h$ up to a logarithm. The steady equation is
\begin{equation}
2h\sum_e{}'[c(x+e)-c(x)]-2\lambda c(x)+s\chi(x)=0 .
\end{equation}

The missing origin can be filled in. Give it a fictitious value $c(0)$ obeying the full equation without source, $8h[c-c(0)]=2\lambda c(0)$. Then $c(0)=4hc/(4h+\lambda)$, which equals $c$ up to a relative error $\lambda/4h$, so the added bonds carry negligible flow. Now Fourier transform with $g_k=(\cos k_x+\cos k_y)/2$. The hop sum becomes $-4(1-g_k)$, the four sources become $4sg_k$, and averaging the result over the four neighbours supplies another $g_k$:
\begin{equation}
c=-4r\theta^2(1-2\theta)\,\frac1M\sum_k\frac{g_k^2}{8h(1-g_k)+2\lambda}. \label{cov}
\end{equation}
Linearizing the steady balance about (\ref{mf}), $-\lambda\,\delta\theta-4rc=0$, so
\begin{equation}
\delta\theta=-4rc/\lambda. \label{shift}
\end{equation}
At this order coverage lies above mean field for $\theta<1/2$ and below it for $\theta>1/2$. The $k=0$ term survives $h\to\infty$ and gives the finite-size shift $2ar(1-\theta)(1-2\theta)/(\lambda^2M)$.

\subsection{The logarithm}

For a large lattice put $\epsilon=\lambda/4h\ll1$ and $b=1+\epsilon$. Since $g^2/(b-g)=-g-b+b^2/(b-g)$ and $g$ averages to zero, the sum in (\ref{cov}) tends to $(G-1)/8h$, where $G$ is the average of $1/(b-g)$. Integrating over $k_y$, then setting $t=\sin(k_x/2)$, gives for small $\epsilon$
\begin{align}
G&\simeq\frac2\pi\int_0^1\frac{dt}{\sqrt{(\epsilon+t^2)(1-t^4)}}\nonumber\\
&\simeq\frac2\pi\left[\int_0^1\frac{dt}{\sqrt{\epsilon+t^2}}
+\int_0^1\frac{dt}{t}\left(\frac1{\sqrt{1-t^4}}-1\right)\right].
\end{align}
The first integral tends to $\frac12\ln(4/\epsilon)$. In the second, $v=\sqrt{1-t^4}$ gives $\frac12\int_0^1dv/(1+v)=\frac12\ln2$. Thus $G=\pi^{-1}\ln(8/\epsilon)$ and
\begin{equation}
c\simeq-\frac{r}{2h}\theta^2(1-2\theta)
\left[\frac1\pi\ln\frac{32h}{\lambda}-1\right].
\end{equation}

At low coverage, $a\ll r$, (\ref{mf}) gives $\theta\simeq\frac12\sqrt{a/r}$ and $\lambda\simeq8r\theta$. The relative shift becomes
\begin{equation}
\frac{\delta\theta}{\theta}\simeq\frac r{4h}
\left[\frac1\pi\ln\frac{4h}{r\theta}-1\right].
\end{equation}
A large $h/r$ is therefore not quite sufficient: the sparser the layer, the larger it must be, though only logarithmically. At $\theta=1/2$, reached when $a=2r$, mean field is exact for every $h$ and every lattice size. To see this, give all $2^M$ configurations equal probability. Hops then balance as before. Adsorption and recombination leave a configuration of $N$ atoms at total rate $aN_0+rB_2$ and enter it at total rate $aN+rB_0$, where $B_0$ is the number of bonds with both ends empty. Counting bond ends gives $4N=2B_2+B_1$ and $4N_0=2B_0+B_1$, so $B_2-B_0=2(N-N_0)$, and the two rates agree when $a=2r$.

\section{An oxygen plasma wall}

The following parameters are rough and belong to no particular wall material: atomic-oxygen pressure 1~mTorr, gas and wall at 350~K ($T=0.03016$~eV), site spacing 0.30~nm, sticking probability 0.1 on an empty site, recombination barrier 0.75~eV, hop barrier 0.60~eV, and prefactor $10^{13}$~s$^{-1}$ for both.

The flux $p/\sqrt{2\pi mT}$ is $4.69\times10^{17}$~cm$^{-2}$s$^{-1}$. Multiplied by the site area $9.0\times10^{-16}$~cm$^2$, it gives 422 impacts per site per second, so $a=42.2$~s$^{-1}$. The barriers give $r=10^{13}e^{-0.75/0.03016}=159$~s$^{-1}$ and $h/r=e^{0.15/0.03016}=144.5$. Equation (\ref{mf}) yields
\begin{equation}
\theta=\frac{-42.2+330.2}{8\times158.7}=0.227,
\end{equation}
or $2.5\times10^{14}$ atoms/cm$^2$. The loss probability per impact is $0.1(1-\theta)=0.077$.

In simulations, time averages weight each configuration by its mean residence time $1/R$. Slow changes of $N$ make the plain average $\bar\theta$ noisy, so I use
\begin{equation}
\hat\theta=\bar\theta+[a(1-\bar\theta)-4r\bar P]/\lambda .
\end{equation}
The bracket has zero mean in the steady state, and a slow excursion $\delta$ changes it by about $-\lambda\delta$, cancelling the excursion. Because $a$ and $r$ enter by hand, $\hat\theta$ could hide a wrong event rate; the plain average must be checked too. At the actual $h$ it is $0.232\pm0.007$, consistent with mean field.

With $a$ and $r$ fixed and $L=20$, the results are:
\begin{center}
\begin{tabular}{ccc}
$h/r$ & $\hat\theta$ & above mean field\\
0 & $0.2584\pm0.0008$ & 13.9\%\\
1 & $0.2345\pm0.0004$ & 3.4\%\\
10 & $0.2291\pm0.0004$ & 1.0\%\\
144.5 & $0.2272\pm0.0003$ & 0.1\%
\end{tabular}
\end{center}
Equations (\ref{cov}) and (\ref{shift}) predict $0.2287$ and $0.2272$ for the last two rows. The excess at $h/r=10$ is resolved; that at 144.5 is comparable with its statistical error. On the dense side, $a/r=12.8$ and $h/r=10$ give $0.79887\pm0.00004$ against a mean-field value of $0.80000$. Here $h<a$, so this tests the predicted sign, not the size.

Formula (\ref{work}) gives 985 hops per recombination at the actual $h$ and 68 at $h/r=10$. Slowing the hops to $10r$ thus saves a factor of 14 in hops for a coverage error just under 1\%. On a large lattice the leading formula puts the coverage within 0.1\% of mean field only for $h/r$ above about 180, so at the actual $h$ it lies 0.12\% above. The error of slowing is measured from that value: a further 0.1\% is reached at $h/r\approx66$, a saving of only about a factor of 2. A surface with much faster hops would allow more. These figures hold for this $a/r$, for steady coverage, and without lateral forces.

\section{What a real wall changes}

Real walls have unequal sites, which this model omits, and uncertain barriers. The uncertainty of the recombination barrier alone outweighs the mixing error. Changing the recombination barrier by $-0.05$ or $+0.05$~eV, all else fixed, moves the mean-field coverage to 0.11 or 0.44, and the loss probability to 0.089 or 0.056; its scale is set by the assumed sticking probability 0.1. Loss probabilities on real walls vary widely with material and condition; 0.08 would be high for a silica-like wall.

Neighbour forces change the limit itself, because fast hopping then leads to an interacting equilibrium. In the Bethe approximation the rest of the lattice gives each end of a bond an independent weight $z$ per atom, so the probabilities are proportional to $z^{\eta+\eta'}e^{-w\eta\eta'/T}$ and
\begin{equation}
\frac{P(1-2\theta+P)}{(\theta-P)^2}=e^{-w/T}.
\end{equation}
For a repulsion $w=0.02$~eV, balance (\ref{balance}) gives $\theta=0.27$ if $r$ is unchanged, but 0.21 if the repulsion within the pair lowers the recombination barrier by $w$, and lower still if the pair's other occupied neighbours lower it too. Even the sign of the change depends on the barrier. Enumeration of a $4\times4$ lattice at this $w$ and activity 0.6 gives $P=0.0413$, against 0.0420 from the approximation at the same coverage.

Direct pick-up of an adsorbed atom by an arriving one, with assumed probability 0.05, lowers the coverage to 0.213. It also consumes the arriving atom, so the loss probability rises to $0.1\times0.787+0.05\times0.213=0.089$. Take molecular ions of mass $2m$ with wall flux $0.6\,n_e\sqrt{T_e/2m}$. At a plasma density $n_e$ of $10^{10}$~cm$^{-3}$ and an electron temperature $T_e$ of 3~eV they strike each site 1.6 times per second; if each removes the atom it hits, coverage falls by about 0.5\%. Desorption over an assumed 1.2~eV barrier, at $5\times10^{-5}$~s$^{-1}$, is negligible. Molecular oxygen at 10~mTorr would add 10\% to the atom supply if its dissociative sticking probability on two empty sites were about $9\times10^{-4}$. This sticking is the reverse of recombination, so detailed balance ties it to the other inputs. With the 1.2~eV desorption barrier, thermal molecules at 350~K would stick with a probability near $10^{-50}$, and $9\times10^{-4}$ would need a desorption barrier near 2.85~eV. The numerical output below lists most of the values used here.

\section*{Computed results}
\begin{verbatim}
3x3 test rates a, h, r; time: 0.7, 2.0, 1.0; 1.0 (r=1 units)
3x3 transient coverage, master equation: 0.3261
3x3 transient coverage, simulation: 0.3286 +- 0.0023
3x3 fast-hopping gap at h/r=1e3, 1e4: 3.116e-06, 3.118e-07
Wall temperature: 350 K; kT: 0.03016 eV
O-atom partial pressure: 1.0 mTorr
Site spacing: 0.30 nm; sticking probability: 0.10
Prefactor: 1.0e+13 1/s
Recombination barrier: 0.75 eV; hop barrier: 0.60 eV
Atom flux: 4.694e+17 1/(cm^2 s)
Atom impacts per site: 422.5 1/s
Adsorption rate a: 42.25 1/s
Recombination rate r per pair: 158.7 1/s
Hopping rate h per bond: 2.293e+04 1/s; h/r: 144.5
Mean-field coverage: 0.22686
Mean-field areal density: 2.521e+14 atoms/cm^2
Atom-loss probability per impact: 0.0773
Relaxation rate lam: 330.2 1/s; time: 3.03 ms
Simulated lattice: 20 x 20 sites
Var N/M, chain and formula: 0.1484, 0.1484
Finite-size shift, chain and formula: 1.304e-04, 1.298e-04
Simulated coverage, h/r=0: 0.25837 +- 0.00082; off mean field 13.89 %
Simulated coverage, h/r=1: 0.23451 +- 0.00038; off mean field 3.37 %
Simulated coverage, h/r=10: 0.22910 +- 0.00035; off mean field 0.99 %
Simulated coverage, h/r=144.5: 0.22719 +- 0.00026; off mean field 0.14 %
Predicted coverage, h/r=10: 0.22872
Predicted coverage, actual h/r: 0.22719
Neighbour covariance / theta^2, actual h/r: -0.00327
Raw simulated coverage, actual h/r: 0.2323 +- 0.0065
Hops per recombination at h/r=10, counted and mean field: 68.6, 68.2
Hops per recombination at actual h/r, mean field: 985
h/r for 0.1 % coverage error, large lattice: 183
Covariance at h/r=1e4, sum and log law: -3.939e-06, -3.938e-06
High-coverage test: a/r=12.8, h/r=10, mean field 0.80000
High-coverage simulation: 0.79887 +- 0.00004
4x4 pair probability, enumeration and Bethe: 0.04126, 0.04197
Coverage with 0.02 eV repulsion, r fixed: 0.2686
Coverage with repulsion, barrier lowered by it: 0.2071
Coverage with gas pick-up probability 0.05: 0.2129
Ion input: density 1.0e+10 1/cm^3, electron T 3.0 eV
Ion impacts per site: 1.62 1/s; coverage if each removes its atom: 0.2258
Thermal desorption at 1.2 eV: 5.26e-05 1/s
O2 sticking that adds 10 % to atom supply at 10 mTorr: 9.15e-04
Coverage for recombination barrier -0.05, +0.05 eV: 0.1065, 0.4416
\end{verbatim}
